# Why the FHIP polaron mobility carries a factor 3kT/2ħω: verification in Python

```python
"""Low-temperature polaron mobility: FHIP versus the Boltzmann equation.

Result under test: for weak Froehlich coupling alpha and low temperature,
    mu_FHIP / mu_Boltzmann -> 3 kT / (2 hbar omega) = 3 / (2 beta),
because FHIP takes alpha -> 0 before frequency -> 0, and dc transport
requires the opposite order.
Model units: hbar = band mass = phonon frequency = 1; beta = hbar omega/kT;
N = phonon occupation; mobility in e/(m omega).
v, w = frequencies of the FHIP trial system (v = w is the free particle).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize


def gauss(lower, upper, count):
    x, weight = np.polynomial.legendre.leggauss(count)
    half = 0.5 * (upper - lower)
    return lower + half * (x + 1), half * weight


def occupation(beta):
    return 1 / np.expm1(beta)


class Ladder:
    """Linearized Boltzmann equation at alpha = 1 on energies s^2 + n."""

    def __init__(self, beta):
        self.beta = beta
        s, ws = gauss(0, 1, 240)
        levels = int(45 / beta) + 4
        energy = s[:, None] ** 2 + np.arange(levels)
        self.k = np.sqrt(2 * energy)
        f = (2 * s * ws)[:, None] * np.sqrt(energy) * np.exp(-beta * energy)
        self.f = f / f.sum()
        n_ph = occupation(beta)
        self.C = np.zeros((len(s), levels, levels))
        for n in range(levels - 1):
            low, high = self.k[:, n], self.k[:, n + 1]
            log = np.log((high + low) / (high - low))
            cosine = (low**2 + high**2) / (2 * low * high) * log - 1
            up = np.sqrt(2) * n_ph / low
            down = np.sqrt(2) * (n_ph + 1) / high
            self.C[:, n, n] += up * log
            self.C[:, n, n + 1] -= up * cosine
            self.C[:, n + 1, n + 1] += down * log
            self.C[:, n + 1, n] -= down * cosine

    def current_parts(self, z=0.0):
        """Mobility contribution of each rung; z = frequency/alpha."""
        matrix = self.C
        if z != 0:
            matrix = self.C - 1j * z * np.eye(self.C.shape[1])
        g = np.linalg.solve(matrix, self.k[:, :, None])[:, :, 0]
        return self.beta / 3 * (self.f * self.k * g).sum(axis=0)

    def mobility(self, z=0.0):
        return self.current_parts(z).sum()

    def loss_parts(self):
        """Momentum loss of a rigidly drifting Maxwellian, by rung."""
        ck = np.einsum('snm,sm->sn', self.C, self.k)
        return self.beta / 3 * (self.f * self.k * ck).sum(axis=0)


def fhip_rate(beta, v=3.0, w=3.0, freq=0.0):
    """Real part of the FHIP impedance at alpha = 1, from its time integral."""
    R = (v**2 - w**2) / (w**2 * v)
    a2 = beta**2 / 4 + R * beta / np.tanh(beta * v / 2)
    b = R * beta / np.sinh(beta * v / 2)

    def kernel(u):
        return (u * u + a2 - b * np.cos(v * u)) ** -1.5

    def cosine_integral(nu):
        return quad(kernel, 0, np.inf, weight='cos', wvar=nu,
                    epsabs=1e-11, limit=300, limlst=200)[0]

    integral = 0.5 * (cosine_integral(1 + freq) + cosine_integral(1 - freq))
    y = beta * freq / 2
    thermal = np.sinh(y) / y if y > 0 else 1.0
    prefactor = beta**2.5 / (3 * np.sqrt(np.pi) * np.sinh(beta / 2))
    return prefactor * thermal * (v / w) ** 3 * integral


def golden_integral(beta, nu, v, w, power):
    """Integral of q^power times the thermal recoil line at energy nu."""
    q, wq = gauss(0, 14, 1600)
    mass = (v / w) ** 2
    c = (v**2 - w**2) / (2 * v**3)
    line = np.sqrt(mass * beta / (2 * np.pi * q**2)) * np.exp(
        -(nu - q**2 / (2 * mass)) ** 2 * mass * beta / (2 * q**2))
    return np.sum(wq * q**power * np.exp(-c * q**2) * line)


def golden_rate(beta, v=3.0, w=3.0, freq=0.0):
    """Order-alpha impedance by counting energy-conserving transitions."""
    n_ph = occupation(beta)
    plus = n_ph * golden_integral(beta, freq + 1, v, w, 2)
    minus = (n_ph + 1) * golden_integral(beta, freq - 1, v, w, 2)
    factor = beta if freq == 0 else -np.expm1(-beta * freq) / freq
    return np.sqrt(2) / 3 * factor * (plus + minus)


def trial_frequencies(alpha):
    """Minimize the zero-temperature Feynman energy over v and w."""
    x, wx = gauss(0, 6.5, 200)
    tau = x**2

    def energy(p):
        w, v = p[0], p[0] + abs(p[1])
        d = w**2 * tau + (v**2 - w**2) / v * (-np.expm1(-v * tau))
        integral = np.sum(wx * 2 * x * np.exp(-tau) / np.sqrt(d))
        return 3 * (v - w)**2 / (4 * v) - alpha * v * integral / np.sqrt(np.pi)

    best = minimize(energy, [2.9, 0.1 * alpha], method='Nelder-Mead',
                    options={'xatol': 1e-8, 'fatol': 1e-13, 'maxiter': 2000})
    return best.x[0] + abs(best.x[1]), best.x[0], best.fun


# Drifting-Maxwellian loss, FHIP time integral and golden rule must agree.
for beta in (2.0, 5.0, 10.0):
    rate = Ladder(beta).loss_parts().sum()
    assert np.isclose(rate, fhip_rate(beta), rtol=1e-5)
    assert np.isclose(rate, golden_rate(beta), rtol=1e-5)
assert np.isclose(fhip_rate(8.0, freq=0.2), golden_rate(8.0, freq=0.2),
                  rtol=1e-5)
# At low frequency the order-alpha quantum impedance joins the same limit.
assert np.isclose(golden_rate(8.0, freq=1e-3), golden_rate(8.0), rtol=1e-4)

# Low-temperature laws, with first corrections by extrapolation in 1/beta.
coefs = []
print('beta, Boltzmann*2 alpha N, FHIP/Boltzmann, 3/(2 beta)')
for beta in (1.0, 5.0, 10.0, 20.0, 40.0, 80.0):
    ladder = Ladder(beta)
    mu = ladder.mobility()
    ratio = 1 / (ladder.loss_parts().sum() * mu)
    scaled = mu * 2 * occupation(beta)
    assert ratio <= 1
    print(f'{beta:5.0f} {scaled:9.4f} {ratio:9.5f} {1.5 / beta:9.5f}')
    if beta >= 40:
        coefs.append([beta * (scaled - 1), beta * (ratio * beta / 1.5 - 1)])
limit_coefs = 2 * np.array(coefs[1]) - np.array(coefs[0])
assert abs(limit_coefs[0] - 55 / 36) < 0.05
assert abs(limit_coefs[1] + 41 / 18) < 0.12
print(f'1/beta coefficient, Boltzmann: {limit_coefs[0]:.3f}'
      f' (analytic {55 / 36:.3f})')
print(f'1/beta coefficient, ratio: {limit_coefs[1]:.3f}'
      f' (analytic {-41 / 18:.3f})')

# Which electrons carry the momentum loss, and which carry the dc current.
parts = Ladder(40.0).loss_parts()
slow_share = parts[0] / parts.sum()
assert abs(slow_share * 80 - 1) < 0.1
print(f'beta=40: slow-electron share of rigid loss {slow_share:.5f}')

# Order of limits: the Boltzmann response depends on frequency/alpha.
beta = 10.0
ladder = Ladder(beta)
unit = 2 * occupation(beta)
current = ladder.current_parts()
fast_current = current[1:].sum() / current.sum()
assert fast_current < 1e-3
print(f'beta=10: fast-electron share of dc current {fast_current:.2e}')


def resistance(z):
    return (1 / ladder.mobility(z)).real / unit


dc_value = resistance(0.0)
rigid_value = ladder.loss_parts().sum() / unit
print(f'beta=10: absorption rate/alpha {unit:.3e} omega')
print('frequency/(alpha omega), Re(1/mu)/(2 alpha N)')
for z in (0.0, 1e-3, 1e-2, 1e-1, 1.0, 10.0, 1000.0):
    print(f'{z:10.3g} {resistance(z):9.4f}')
print(f'rigid-drift value {rigid_value:.4f}')
assert abs(resistance(1e-3) / dc_value - 1) < 0.1
assert np.isclose(resistance(1000.0), rigid_value, rtol=1e-4)
middle = 0.5 * (dc_value + rigid_value)
crossover = brentq(lambda z: resistance(z) - middle, 1e-3, 1000.0)
assert crossover > 100 * unit
print(f'half-way frequency/alpha {crossover:.3f} omega;'
      f' 2/sqrt(beta) = {2 / np.sqrt(beta):.3f}')

# Dressed trial system: both rates get the same mass and form factors.
v1, w1, energy1 = trial_frequencies(1.0)
assert energy1 < -1.0 and v1 > w1 > 1
assert np.isclose(fhip_rate(10.0, v1, w1), golden_rate(10.0, v1, w1),
                  rtol=1e-5)
cold = 300.0
M1 = (v1 / w1) ** 2
R1 = (v1**2 - w1**2) / (w1**2 * v1)
momentum = golden_rate(cold, v1, w1) / occupation(cold)
assert np.isclose(momentum, 4 * cold / 3 * M1**1.5 * np.exp(-R1), rtol=0.01)
outrate = 2 * np.sqrt(2) * golden_integral(cold, 1.0, v1, w1, 0)
assert np.isclose(outrate, 2 * np.sqrt(M1) * np.exp(-R1), rtol=0.01)
dressed_ratio = M1 * outrate / momentum * cold / 1.5
assert abs(dressed_ratio - 1) < 0.02
print(f'alpha=1: v {v1:.4f}, w {w1:.4f},'
      f' dressed ratio/(3/(2 beta)) {dressed_ratio:.4f} at beta=300')

# Example: rough parameters in the regime of gallium nitride.
e, hbar, kB = const.e, const.hbar, const.k
mass_ratio, phonon_eV, eps_inf, eps_static = 0.2, 0.09, 5.3, 9.0
density_cm3, gap_eV, deformation_eV = 1e16, 3.4, 8.0
elastic_GPa, piezo_K2, mass_spread = 400.0, 0.02, 1.1
mass = mass_ratio * const.m_e
omega = phonon_eV * e / hbar
eps = eps_static * const.epsilon_0
density = density_cm3 * 1e6
alpha = (e**2 / (4 * np.pi * const.epsilon_0 * hbar)
         * (1 / eps_inf - 1 / eps_static) * np.sqrt(mass / (2 * hbar * omega)))
mu_unit = e / (mass * omega) * 1e4
print(f'inputs: mass {mass_ratio} m_e, phonon {phonon_eV * 1e3:.0f} meV,'
      f' eps {eps_inf}, {eps_static}')
print(f'donors {density_cm3:.0e} cm^-3, gap {gap_eV} eV,'
      f' deformation pot. {deformation_eV} eV')
print(f'elastic constant {elastic_GPa:.0f} GPa, piezo K^2 {piezo_K2},'
      f' mass spread {mass_spread}')
print(f'alpha {alpha:.4f}; e/(m omega) {mu_unit:.2f} cm2/Vs')


def elastic_mobility(coupling, kT):
    """Mobility in cm2/Vs; coupling(q^2) = squared matrix element * volume."""
    y, wy = gauss(0, 7, 120)
    c, wc = gauss(-1, 1, 240)
    k = np.sqrt(2 * mass * kT) * y / hbar
    q2 = 2 * k[:, None] ** 2 * (1 - c)
    angular = 0.5 * np.sum(wc * (1 - c) * coupling(q2), axis=1)
    rate = 2 * np.pi / hbar * mass * k / (2 * np.pi**2 * hbar**2) * angular
    weight = wy * y**4 * np.exp(-y**2)
    return e / mass * np.sum(weight / rate) / np.sum(weight) * 1e4


v, w, _ = trial_frequencies(alpha)
for T in (300.0, 100.0):
    kT = kB * T
    beta = hbar * omega / kT
    n_ph = occupation(beta)
    ladder = Ladder(beta)
    boltz = mu_unit * ladder.mobility() / alpha
    fhip = mu_unit / (alpha * fhip_rate(beta))
    lead_b = mu_unit / (2 * alpha * n_ph)
    lead_f = 3 * mu_unit / (4 * alpha * beta * n_ph)
    dressed = fhip_rate(beta) / fhip_rate(beta, v, w)
    print(f'T {T:.0f} K: kT {kT / e * 1e3:.2f} meV, beta {beta:.3f},'
          f' N {n_ph:.3e}')
    print(f' leading mu: Boltzmann {lead_b:.4g}, FHIP {lead_f:.4g} cm2/Vs')
    print(f' full mu: Boltzmann {boltz:.4g}, FHIP {fhip:.4g} cm2/Vs')
    print(f' full ratio {fhip / boltz:.4f}, 3/(2 beta) {1.5 / beta:.4f},'
          f' dressing factor {dressed:.4f}')
    D2 = (deformation_eV * e) ** 2
    modulus = elastic_GPa * 1e9
    screen2 = density * e**2 / (eps * kT)
    acoustic = elastic_mobility(
        lambda q2: D2 * kT / modulus * np.ones_like(q2), kT)
    closed = (2 * np.sqrt(2 * np.pi) * e * hbar**4 * modulus
              / (3 * mass**2.5 * kT**1.5 * D2) * 1e4)
    assert np.isclose(acoustic, closed, rtol=1e-6)
    piezo = elastic_mobility(lambda q2: e**2 * piezo_K2 * kT / (eps * q2), kT)
    impurity = elastic_mobility(
        lambda q2: density * (e**2 / (eps * (q2 + screen2))) ** 2, kT)
    total = 1 / (1 / boltz + 1 / acoustic + 1 / piezo + 1 / impurity)
    print(f' acoustic {acoustic:.3g}, piezo {piezo:.3g},'
          f' impurity {impurity:.3g} cm2/Vs')
    print(f' all combined (reciprocal sum) {total:.3g} cm2/Vs')
    k_fast = np.sqrt(2 * (1 + 1 / beta))
    k_after = np.sqrt(2 / beta)
    emission = (np.sqrt(2) * alpha * (n_ph + 1) / k_fast
                * np.log((k_fast + k_after) / (k_fast - k_after)))
    print(f' broadening: emission {emission * phonon_eV * 1e3:.2f} meV,'
          f' absorption {2 * alpha * n_ph * phonon_eV * 1e3:.3g} meV')
    states = 2 * (mass * kT / (2 * np.pi * hbar**2)) ** 1.5
    field = 0.1 * np.sqrt(3 * kT / mass) / (total * 1e-4) / 1e5
    print(f' density/band states {density / states:.2e};'
          f' field for 10% drift {field:.3g} kV/cm')

plasma = hbar * np.sqrt(density * e**2 / (eps_inf * const.epsilon_0 * mass))
print(f'plasmon/phonon energy {plasma / (phonon_eV * e):.4f}')
print(f'mass rise at phonon energy {200 * phonon_eV / gap_eV:.1f} %')
print(f'mobility change if mass is {mass_spread} times larger'
      f' {100 * (mass_spread**-1.5 - 1):.1f} %')
print(f'example trial system: v {v:.4f}, w {w:.4f}')
print('tests ok')
```

It prints:

```
beta, Boltzmann*2 alpha N, FHIP/Boltzmann, 3/(2 beta)
    1    1.0738   0.90664   1.50000
    5    1.1656   0.22665   0.30000
   10    1.1393   0.12294   0.15000
   20    1.0732   0.06743   0.07500
   40    1.0374   0.03549   0.03750
   80    1.0189   0.01823   0.01875
1/beta coefficient, Boltzmann: 1.527 (analytic 1.528)
1/beta coefficient, ratio: -2.273 (analytic -2.278)
beta=40: slow-electron share of rigid loss 0.01205
beta=10: fast-electron share of dc current 7.85e-05
beta=10: absorption rate/alpha 9.080e-05 omega
frequency/(alpha omega), Re(1/mu)/(2 alpha N)
         0    0.8778
     0.001    0.8821
      0.01    0.8854
       0.1    1.1497
         1    5.3850
        10    7.1123
     1e+03    7.1398
rigid-drift value 7.1398
half-way frequency/alpha 0.589 omega; 2/sqrt(beta) = 0.632
alpha=1: v 3.1096, w 2.8707, dressed ratio/(3/(2 beta)) 0.9971 at beta=300
inputs: mass 0.2 m_e, phonon 90 meV, eps 5.3, 9.0
donors 1e+16 cm^-3, gap 3.4 eV, deformation pot. 8.0 eV
elastic constant 400 GPa, piezo K^2 0.02, mass spread 1.1
alpha 0.4265; e/(m omega) 64.32 cm2/Vs
T 300 K: kT 25.85 meV, beta 3.481, N 3.174e-02
 leading mu: Boltzmann 2375, FHIP 1023 cm2/Vs
 full mu: Boltzmann 2577, FHIP 861.3 cm2/Vs
 full ratio 0.3343, 3/(2 beta) 0.4309, dressing factor 0.9462
 acoustic 2.13e+04, piezo 7.39e+03, impurity 4.58e+04 cm2/Vs
 all combined (reciprocal sum) 1.69e+03 cm2/Vs
 broadening: emission 35.82 meV, absorption 2.44 meV
 density/band states 4.46e-03; field for 10% drift 1.55 kV/cm
T 100 K: kT 8.62 meV, beta 10.444, N 2.912e-05
 leading mu: Boltzmann 2.589e+06, FHIP 3.718e+05 cm2/Vs
 full mu: Boltzmann 2.937e+06, FHIP 3.481e+05 cm2/Vs
 full ratio 0.1186, 3/(2 beta) 0.1436, dressing factor 0.9332
 acoustic 1.11e+05, piezo 1.28e+04, impurity 1.31e+04 cm2/Vs
 all combined (reciprocal sum) 6.1e+03 cm2/Vs
 broadening: emission 22.35 meV, absorption 0.00224 meV
 density/band states 2.32e-02; field for 10% drift 0.247 kV/cm
plasmon/phonon energy 0.0401
mass rise at phonon energy 5.3 %
mobility change if mass is 1.1 times larger -13.3 %
example trial system: v 3.0442, w 2.9465
tests ok
```
